# Tracer correlation factor for vacancy diffusion on fcc and simple cubic lattices

**Question**

I want to turn vacancy jump rates into a tracer diffusion coefficient, and for that I need the correlation factor $f$. The values I am supposed to reproduce are 0.7815 for fcc and 0.6531 for simple cubic.

I know that a vacancy which has just exchanged with the tracer may come back and undo the jump. On the simple cubic lattice I find that it returns with probability $F=0.3405$. If each return reverses the previous jump, the mean cosine between successive jumps is $-F$, and $f=(1-F)/(1+F)\approx0.49$, which is far too low. My kinetic Monte Carlo run, with one vacancy in a periodic box of 216 sites, gives about 0.658, which is close but seems too high for its error bar. How do I get the right numbers from return probabilities, and what is wrong with the simulation?

**Answer**

Your return probability is correct, but it answers too coarse a question. The vacancy can come back from any side of the tracer, so you need the return probability resolved by direction. Your simulation may be right too: a box with one vacancy has its own correlation factor, which can be calculated.

I assume dilute, non-interacting vacancies and one exchange rate $w$ for every vacancy–atom pair, the tracer included. Then $f$ is pure lattice geometry, and neither $\hbar$ nor any mass or charge enters.

**From the displacement to one mean cosine**

Let the tracer make jumps $\mathbf d^{(1)},\mathbf d^{(2)},\dots$ of length $b$, and let $\mathbf R_n$ be their sum after $n$ jumps. The correlation factor compares its mean square with that of an uncorrelated walk:

$$f=\lim_{n\to\infty}\frac{\langle R_n^2\rangle}{nb^2}.$$

Squaring the sum gives $n$ diagonal terms $b^2$, and each pair of different jumps appears twice. There are $n-m$ pairs that lie $m$ jumps apart, so

$$\frac{\langle R_n^2\rangle}{b^2}=n+2\sum_{m=1}^{n-1}(n-m)\langle\cos\theta_m\rangle ,$$

where $\theta_m$ is the angle between jumps $m$ apart.

After a jump $\mathbf d$ the vacancy sits on the site the tracer has left, at $-\mathbf d$ relative to the tracer. This holds whatever happened earlier, so the next jump depends on the past through $\mathbf d$ alone. A twofold rotation about $\mathbf d$ is a symmetry of both lattices. It reverses every vector component perpendicular to $\mathbf d$, so the mean next jump has no such component:

$$E[\mathbf d^{(i+1)}\,|\,\mathbf d^{(i)}]=t\,\mathbf d^{(i)},\qquad t=\langle\cos\theta_1\rangle .$$

Applying this rule $m$ times gives $\langle\cos\theta_m\rangle=t^m$. The sum is then elementary:

$$\frac{\langle R_n^2\rangle}{b^2}=n\,\frac{1+t}{1-t}-\frac{2t(1-t^n)}{(1-t)^2}. \tag{1}$$

For $n=1$ the right side is $(1+t-2t)/(1-t)=1$, as it must be. Dividing by $n$ and letting $n\to\infty$ removes the last term, since $|t|<1$:

$$f=\frac{1+t}{1-t}. \tag{2}$$

**Which side does the vacancy come from?**

Put the tracer at the origin. Its neighbours are at $\mathbf d_j$, $j=1,\dots,z$, and the vacancy starts at $\mathbf s=-\mathbf d$. Let $p_j$ be the probability that the vacancy first reaches the tracer's site from $\mathbf d_j$. The exchange moves the tracer to $\mathbf d_j$, so the cosine with its previous jump is $\mathbf d_j\cdot\mathbf d/b^2=-\mathbf d_j\cdot\mathbf s/b^2$. Therefore

$$t=-\sum_j p_j\,\frac{\mathbf d_j\cdot\mathbf s}{b^2}. \tag{3}$$

The $p_j$ add up to $F<1$. With probability $1-F$ the vacancy escapes, and the next jump is caused by another vacancy from a distant, on average uniform population. By cubic symmetry its mean direction is zero, so escapes add nothing to (3). Your estimate put all of $F$ on $\mathbf d_j=\mathbf s$.

**Visits of a free walk**

With equal rates, the vacancy chooses each neighbour with probability $1/z$. Forget the tracer for a moment. One step multiplies the Fourier transform of the vacancy's distribution by

$$\lambda(\mathbf k)=\frac1z\sum_j\cos(\mathbf k\cdot\mathbf d_j).$$

The probability of a displacement $\mathbf r$ after $n$ steps is thus the Brillouin-zone mean of $\lambda^n\cos(\mathbf k\cdot\mathbf r)$. Summing over $n\ge0$ gives the expected number of visits,

$$G(\mathbf r)=\left\langle\frac{\cos(\mathbf k\cdot\mathbf r)}{1-\lambda(\mathbf k)}\right\rangle_{\rm BZ}. \tag{4}$$

(To sum safely, weight step $n$ by $x^n$ with $x<1$ and let $x\to1$ at the end.) Near $\mathbf k=0$, cubic symmetry gives $\sum_j(\mathbf k\cdot\mathbf d_j)^2=zk^2b^2/3$, hence $1-\lambda\approx k^2b^2/6$. The singularity $1/k^2$ is integrable in three dimensions, so $G$ is finite and the vacancy can escape.

Two relations follow from counting:

- The walk is at the origin at step 0, and every later visit comes through a neighbour. All neighbours have the same $G$, so $G(0)=1+G(\mathbf s)$.
- A walk from $\mathbf s$ reaches the origin with probability $F$ and from then on makes $G(0)$ visits on average, counting the first. So $G(\mathbf s)=F\,G(0)$.

Together they give

$$F=1-\frac1{G(0)}. \tag{5}$$

For simple cubic, $G(0)=1.516386$ gives your $F=0.3405$. For fcc, $G(0)=1.344661$ gives $F=0.2563$.

**Return probabilities by direction**

Now count visits to $\mathbf d_j$ before the first arrival at the origin. The free walk from $\mathbf s$ makes $G(\mathbf d_j-\mathbf s)$ visits in all. Those after the first arrival number $F\,G(\mathbf d_j)$, because the walk then starts afresh from the origin. The difference is the count we need, and each such visit leads to the origin on the next step with probability $1/z$:

$$p_j=\frac1z\left[G(\mathbf d_j-\mathbf s)-F\,G(\mathbf s)\right], \tag{6}$$

where $G(\mathbf d_j)=G(\mathbf s)$ was used. As a check, the first-step argument applied at $\mathbf s$ gives $\frac1z\sum_jG(\mathbf d_j-\mathbf s)=G(\mathbf s)$. So $\sum_jp_j=(1-F)G(\mathbf s)=G(\mathbf s)/G(0)=F$.

When (6) is put into (3), the second term is the same for every $j$ and multiplies $\sum_j\mathbf d_j=0$. It drops out:

$$t=-\frac1z\sum_j\frac{\mathbf d_j\cdot\mathbf s}{b^2}\,G(\mathbf d_j-\mathbf s). \tag{7}$$

**Simple cubic.** Take $\mathbf s=(1,0,0)$ in units of the lattice constant. The site $\mathbf d_j=\mathbf s$ has cosine $+1$ with $\mathbf s$ and separation zero. The opposite site has cosine $-1$ and separation $(2,0,0)$ up to sign. The other four are perpendicular. Hence

$$t=-\frac{G(000)-G(200)}6=-\frac{1.516386-0.257336}6=-0.20984,$$

$$f=\frac{1-0.20984}{1+0.20984}=0.6531 .$$

**Fcc.** Take $\mathbf s=(1,1,0)$ in units of $a/2$, so $b^2=2$. The twelve neighbours form five groups:

- $\mathbf d_j\cdot\mathbf s/b^2=1$: one site, separation $(000)$;
- $1/2$: four sites, separation of type $(110)$;
- $0$: two sites, separation of type $(200)$;
- $-1/2$: four sites, separation of type $(211)$;
- $-1$: one site, separation of type $(220)$.

Four sites times $1/2$ gives the factor 2 in

$$t=-\frac{G(000)+2G(110)-2G(211)-G(220)}{12}.$$

With $G(110)=0.344661$, $G(211)=0.195467$ and $G(220)=0.170889$, the numerator is $1.344661+0.689322-0.390934-0.170889=1.472160$. So $t=-0.12268$ and

$$f=\frac{1-0.12268}{1+0.12268}=0.7815 .$$

**What the probabilities say**

On the simple cubic lattice the vacancy returns from directly behind the tracer with probability 0.2234, from each of the four sides with 0.0259, and from the front with 0.0136. The sides hold about 30% of all returns but do not contribute to the cosine. The front cancels a little of the reversal: $-0.2234+0.0136=-0.2098$.

On fcc the direct reversal has probability 0.1047. The four sites that give a cosine $-1/2$ have 0.02136 each, and the four that give $+1/2$ have 0.00893 each. Together these eight contribute $-2(0.02136-0.00893)=-0.0249$, about a fifth of $t$.

A quick estimate keeps only a reversal on the vacancy's very next step, $t\approx-1/z$. It gives $f\approx(z-1)/(z+1)$, or 0.714 and 0.846. Both are too high, because returns after longer paths also come more often from behind than from the front, which makes $t$ more negative than $-1/z$.

**A form without the singularity**

Equation (7) gives the same $t$ for every choice of $\mathbf s$, so we may average over the $z$ neighbours $\mathbf d_l$. Inserting (4), with exponentials in place of the cosine (the odd part averages to zero), gives

$$t=-\frac1{b^2}\left\langle\frac{1}{1-\lambda}\,\frac1{z^2}\sum_{j,l}\mathbf d_j\cdot\mathbf d_l\,e^{i\mathbf k\cdot\mathbf d_j}e^{-i\mathbf k\cdot\mathbf d_l}\right\rangle_{\rm BZ}.$$

The double sum is $|\mathbf V|^2$ with $\mathbf V=\frac1z\sum_j\mathbf d_je^{i\mathbf k\cdot\mathbf d_j}$. Neighbours come in opposite pairs, so the cosine parts cancel and $\mathbf V=\frac iz\sum_j\mathbf d_j\sin(\mathbf k\cdot\mathbf d_j)=-i\nabla\lambda$. Thus

$$t=-\langle g\rangle_{\rm BZ},\qquad g(\mathbf k)=\frac{|\nabla\lambda|^2}{b^2(1-\lambda)}. \tag{8}$$

Since $g\ge0$, $t$ is negative and $f<1$: on average the vacancy mechanism makes the tracer turn back. Near $\mathbf k=0$, $\nabla\lambda\approx-b^2\mathbf k/3$, so

$$g\to\frac{b^4k^2/9}{b^2\,(k^2b^2/6)}=\frac23 .$$

The integrand is bounded, unlike that of $G$.

A linear chain is a useful limit. There $\lambda=\cos kb$ and $g=\sin^2kb/(1-\cos kb)=1+\cos kb$, whose mean is 1. So $t=-1$ and $f=0$. This is right for a single vacancy on an infinite chain: it cannot pass the tracer, so it comes back from the side it left, and the tracer merely shuttles between two sites.

**Why your simulation gave 0.658**

In a periodic box of $N=L^3$ primitive cells with one vacancy, the vacancy cannot escape for good. The derivation still holds with the weight $x^n$, and the zone mean becomes a mean over the $N$ wave vectors of the box. At $\mathbf k=0$ the numerator $|\nabla\lambda|^2$ vanishes while the weighted denominator does not, so that term is zero for every $x<1$ and stays zero in the limit:

$$t_N=-\frac1N\sum_{\mathbf k\ne0}g(\mathbf k). \tag{9}$$

The integral (8), by contrast, sees a function that tends to $2/3$ there. Filling the gap with $2/3$ turns (9) into an ordinary grid estimate of (8):

$$t\approx t_N-\frac{2}{3N}. \tag{10}$$

What remains comes from the direction-dependent term of second order in $k$ at the origin, since $g$ is smooth elsewhere. With a grid spacing proportional to $1/L$, that term scales as $L^{-3}L^{-2}=N^{-5/3}$. At $L=32$ the computed $N(t_N-t)$ is 0.670 for simple cubic and 0.667 for fcc, against $2/3$.

For your 216 sites, (9) gives

- simple cubic: $t_N=-0.20620$, $f_N=0.6581$;
- fcc: $t_N=-0.11954$, $f_N=0.7864$.

So 0.658 is the correct answer for your box. Both values of $f_N$ lie 0.0050 above the infinite-lattice ones, a relative excess of 0.8% and 0.6%. Equation (10) also provides a cheap route to $t$. With $2/(3N)=0.00309$, this small grid already gives $-0.20929$ and $-0.12263$, off by 0.3% and 0.04%.

**Kinetic Monte Carlo**

1. Place one vacancy in the box. Give every atom a label, a displacement that is not wrapped at the boundary, and a memory of its last jump.
2. Pick one of the $z$ neighbours of the vacancy with equal probability and exchange the two. The atom moves opposite to the vacancy.
3. Advance the clock by an exponential waiting time of mean $1/(zw)$, because $z$ exchanges of rate $w$ compete.

Every atom serves as a tracer. Each vacancy jump is one atomic jump, so $f_N$ is the growth of $\sum_iR_i^2$ per vacancy jump, divided by $b^2$. Take the growth between two late times, not the total from the start: at late times the total is a straight line plus a constant, and the difference removes the constant. The constant matters most if you follow each atom to its $n$-th jump and divide the total by $nb^2$. The record then ends right after a jump, with the vacancy still next to the tracer, and a possible reversal is cut off. The last term of (1) describes this: for a simple cubic tracer stopped at its 40th jump it raises $f$ by $2(0.206)/(1.206^2\times40)\approx0.007$. At a common stopping time most atoms have no vacancy nearby, and the excess is far smaller.

The second estimator is the mean cosine between successive jumps of the same atom, inserted into (2). It is less noisy, but it relies on the law $\langle\cos\theta_m\rangle=t^m$, whereas the displacement does not.

I ran 2000 independent boxes for 8640 vacancy jumps each and discarded the first 2160. The errors are one standard error, from the scatter between boxes.

- Simple cubic: $f_N=0.6579\pm0.0011$ from displacements; mean cosine $-0.2064\pm0.0002$.
- Fcc: $f_N=0.7862\pm0.0013$ from displacements; mean cosine $-0.1193\pm0.0002$.

These agree with the box values within about 1.4 standard errors. Adding the calculated shift from $N$ to infinity gives

- simple cubic: $0.6529\pm0.0011$ from displacements, $0.6528\pm0.0003$ from cosines;
- fcc: $0.7812\pm0.0013$ from displacements, $0.7818\pm0.0003$ from cosines.

The shift is taken from the lattice formula, so the independent comparison is the one made inside the box. To avoid the correction, enlarge the box until $2/(3N)$ is well below your statistical error in $t$.

There is also a test that uses neither Green functions nor random numbers. Propagate the vacancy's probability distribution step by step on a large grid, remove whatever reaches the tracer's site, and record from which neighbour it came. After 56 steps, with the slowly decaying remainder extrapolated, this gives $t=-0.209842$ and $-0.122680$, in agreement with (7). The numerical output lists all these values.

**The diffusion coefficient**

At a small vacancy fraction $c$, each of the tracer's $z$ neighbours is vacant with probability $c$, so the tracer jumps at the rate $zcw$. In a time $\tau$ it makes $zcw\tau$ jumps on average, and $\langle R^2\rangle=f b^2zcw\tau$ at long times. Since $\langle R^2\rangle=6D^*\tau$,

$$D^*=\frac{zwb^2c}{6}\,f .$$

Take a model fcc crystal with $a=4$ Å, $w=10^9\ \mathrm{s^{-1}}$ and $c=10^{-5}$. Then $b^2=a^2/2=8\times10^{-16}\ \mathrm{cm^2}$ and the jump rate is $12\times10^9\times10^{-5}=1.2\times10^5\ \mathrm{s^{-1}}$. Without correlation,

$$D=\frac{(1.2\times10^5)(8\times10^{-16})}{6}=1.6\times10^{-11}\ \mathrm{cm^2/s}.$$

Multiplying by 0.7815 gives $D^*=1.25\times10^{-11}\ \mathrm{cm^2/s}$, or $1.25\times10^{-15}\ \mathrm{m^2/s}$.

If you extract $D^*$ from the mean-square displacement of atoms in a molecular-dynamics run, the correlation is already in the trajectory and you must not multiply by $f$ again. You need $f$ when you build $D^*$ from a jump rate and a vacancy fraction.

**When these values do not apply**

The two numbers belong to equal exchange rates. Suppose the tracer is an impurity that exchanges at rate $w_2$ while all other exchanges keep the rate $w$. Right after a tracer jump, the vacancy reverses it at once with probability $w_2/[w_2+(z-1)w]$. For $w_2\gg w$ this tends to 1, so $t\to-1$ and $f\to0$: the impurity rattles back and forth with the same vacancy. An isotope whose mass changes its jump rate slightly is a mild case: if it jumps faster than the other atoms, reversals are more likely and $f$ is a little smaller; if it jumps more slowly, $f$ is a little larger.

The derivation also assumes that the tracer deals with one vacancy at a time and moves by single nearest-neighbour exchanges. It therefore does not cover vacancies that bind into pairs, several vacancies near the tracer at once, or events that move the tracer by more than one jump length.

## Computed values

```
KMC: sites per box 216, boxes 2000
KMC: vacancy jumps per box 8640, first 2160 discarded
sc: neighbours z = 6
sc: G(0) = 1.516386, return probability F = 0.340537
sc: cos -1.0, sites 1, G(d_j-s) 1.516386, p_j 0.223423
sc: cos -0.0, sites 4, G(d_j-s) 0.331149, p_j 0.025883
sc: cos +1.0, sites 1, G(d_j-s) 0.257336, p_j 0.013581
sc: mean cosine t = -0.2098417
sc: t from trapped walk = -0.209842
sc: correlation factor f = 0.653109
sc: f with immediate reversal only = 0.7143
sc: N(t_N - t) at L=32: 0.6696
sc: box t_N = -0.206201, f_N = 0.658099
sc: KMC cosine = -0.20640 +- 0.00019
sc: KMC f in box = 0.6579 +- 0.0011
sc: KMC f, size-corrected = 0.6529 +- 0.0011
sc: f from KMC cosine, size-corrected = 0.6528 +- 0.0003
sc: D* in box, KMC 0.003062, formula 0.003061 b^2 w
fcc: neighbours z = 12
fcc: G(0) = 1.344661, return probability F = 0.256318
fcc: cos -1.0, sites 1, G(d_j-s) 1.344661, p_j 0.104693
fcc: cos -0.5, sites 4, G(d_j-s) 0.344661, p_j 0.021360
fcc: cos -0.0, sites 2, G(d_j-s) 0.229936, p_j 0.011799
fcc: cos +0.5, sites 4, G(d_j-s) 0.195467, p_j 0.008927
fcc: cos +1.0, sites 1, G(d_j-s) 0.170889, p_j 0.006879
fcc: mean cosine t = -0.1226801
fcc: t from trapped walk = -0.122680
fcc: correlation factor f = 0.781451
fcc: f with immediate reversal only = 0.8462
fcc: N(t_N - t) at L=32: 0.6669
fcc: box t_N = -0.119543, f_N = 0.786444
fcc: KMC cosine = -0.11930 +- 0.00018
fcc: KMC f in box = 0.7862 +- 0.0013
fcc: KMC f, size-corrected = 0.7812 +- 0.0013
fcc: f from KMC cosine, size-corrected = 0.7818 +- 0.0003
fcc: D* in box, KMC 0.007311, formula 0.007316 b^2 w
example fcc: a = 4.0 angstrom, b = 2.8284 angstrom
example fcc: w = 1.0e+09 1/s, vacancy fraction 1.0e-05
example fcc: uncorrelated D = 1.6000e-11 cm^2/s
example fcc: tracer D* = 1.2503e-11 cm^2/s
example fcc: tracer D* = 1.2503e-15 m^2/s
```
